\section*{Recovering the one-phonon spectral density from a zero-temperature emission line}

\section{A five-per-cent error with the wrong sign}

A model emission line has total Huang--Rhys factor $3.500$ and phonon energies below about $165$ meV. Suppose that the area of its zero-phonon line (ZPL) is overestimated by 5\,\%, with the sideband left unchanged. Every ratio of sideband to ZPL then falls by a factor $1/1.05$. The coupling recovered between 0 and 165 meV nevertheless rises, from $3.500$ to $3.514$, and a negative coupling of $-0.075$ appears between 165 and 250 meV, where the model has no phonons. Both signs follow from the resolvent of the Volterra equation that connects the line with its one-phonon density.

\section{The equation and its delta function}

Set $\hbar=1$ and measure energies in meV. A photon of energy $E=E_0-\omega$ leaves energy $\omega$ in the vibrations, $E_0$ being the ZPL energy. Photon counts per unit energy are proportional to $E^3A(\omega)$: the density of photon modes supplies $E^2$ and the squared vacuum field supplies $E$, if the refractive index is constant. Counts per unit wavelength $\lambda$ must first be multiplied by a factor proportional to $\lambda^2$, because $|d\lambda/dE|=hc/E^2$.

The vibrations are harmonic, with the same frequencies and eigenvectors in both electronic states. Their equilibrium positions differ, the transition dipole is constant (Condon approximation), and emission starts from the vibrational ground state. For one mode, the displaced ground state obeys $a|g\rangle=\alpha|g\rangle$, where $a$ belongs to the final state and $\alpha$ is real. Its number-state amplitudes satisfy
\begin{equation}
\sqrt{n+1}\,c_{n+1}=\alpha c_n,\qquad
c_n=\frac{\alpha^n}{\sqrt{n!}}c_0,\qquad
c_n^2=e^{-\alpha^2}\frac{\alpha^{2n}}{n!},
\end{equation}
the last step by normalization. This is a Poisson law with mean $S_i=\alpha_i^2$. Define $S(\omega)=\sum_iS_i\delta(\omega-\omega_i)$, which becomes a continuous density in a solid, and write $\hat X(t)=\int X(\omega)e^{-i\omega t}d\omega$. Since the modes are independent,
\begin{equation}
\hat A(t)=\prod_i\sum_n e^{-S_i}\frac{(S_ie^{-i\omega_it})^n}{n!}
=\exp[\hat S(t)-S_{\rm tot}],
\end{equation}
with $S_{\rm tot}=\int_0^\infty S\,d\omega$, assumed finite. Differentiation gives $\hat A'=\hat S'\hat A$. Both derivatives bring down $-i$ times an energy:
\begin{equation}
-i\!\int\!\omega A(\omega)e^{-i\omega t}d\omega
=-i\!\iint\!\omega'S(\omega')A(\omega'')
e^{-i(\omega'+\omega'')t}d\omega'd\omega''.
\end{equation}
Matching the coefficients of $e^{-i\omega t}$, and using that $S$ and $A$ vanish at negative argument, gives
\begin{equation}
\omega A(\omega)=\int_0^\omega\omega'S(\omega')A(\omega-\omega')\,d\omega'.
\label{eq:line}
\end{equation}

Here $A$ includes the ZPL. As $t\to\infty$, $\hat S(t)\to0$ for an integrable density, so $\hat A$ tends to $w_0=e^{-S_{\rm tot}}$. That constant is the transform of a delta function, and $A=w_0[\delta(\omega)+r(\omega)]$, where $r$ is the sideband divided by the ZPL area. Insert this in Eq.~(\ref{eq:line}). On the left $\omega\delta(\omega)=0$; on the right the delta function returns $\omega S(\omega)$. After division by $w_0$, with $f=\omega S$,
\begin{equation}
f(\omega)+\int_0^\omega f(\omega')r(\omega-\omega')\,d\omega'=\omega r(\omega).
\label{eq:volterra}
\end{equation}

This is an equation of the second kind, since $f(\omega)$ also stands outside the integral. The smooth sideband alone does not satisfy Eq.~(\ref{eq:line}): in the example below the ZPL term carries $S/r=97\,\%$ of the balance at 65 meV. If $S_{\rm tot}$ diverges, $w_0$ vanishes and this formulation is lost.

The solution is unique if $|r|\le M$ on the interval. The difference $g$ of two solutions obeys $|g(\omega)|\le M\int_0^\omega|g|\,d\omega'$. Repeating the bound $n$ times gives $|g|\le\max|g|\,(M\omega)^n/n!$, which tends to zero. The same factorial makes successive substitution converge, so a solution exists. Data up to $\omega$ determine $S$ up to $\omega$, provided that the ZPL area is known.

\section{Marching upward in energy}

On the grid $\omega_k=kh$ the trapezoidal rule replaces the integral by $h(\tfrac12f_0r_k+\sum_{j=1}^{k-1}f_jr_{k-j}+\tfrac12f_kr_0)$. Since $f_0=0$,
\begin{equation}
f_k=\frac{\omega_kr_k-h\sum_{j=1}^{k-1}f_jr_{k-j}}{1+hr_0/2},
\qquad S_k=\frac{f_k}{\omega_k}\quad(k\ge1).
\label{eq:march}
\end{equation}
At the origin $S_0=r_0$, because the integral in Eq.~(\ref{eq:volterra}) is of order $\omega^2$. The cost is about $N^2/2$ multiplications for $N$ points.

Synthetic data can flatter this algorithm. Put $r_0=0$, $\rho_0=1$, $\rho_k=hr_k$ and $s_k=hS_k$. Multiplying Eq.~(\ref{eq:march}) by $1+hr_0/2=1$ and collecting terms gives
\begin{equation}
k\rho_k=\sum_{j=1}^{k}js_j\rho_{k-j}.
\label{eq:lattice}
\end{equation}
Differentiating $\sum_k\rho_kz^k=\exp(\sum_js_jz^j)$ gives the same recursion. A line generated by exponentiating the discrete density on a grid is therefore inverted on that grid without step error, whatever $h$ is. Step errors need data made on a finer grid or by another route.

One other route is an explicit series. Let $S(\omega)=S_0\omega e^{-\omega/b}/b^2$. Its Laplace transform is $S_0/(1+pb)^2$, whose $n$th power can be inverted term by term, so
\begin{equation}
r(\omega)=e^{-\omega/b}\sum_{n=1}^\infty
\frac{S_0^n\,\omega^{2n-1}}{n!\,(2n-1)!\,b^{2n}}.
\end{equation}
For $S_0=3.5$, $b=30$ meV and $h=0.5$ meV, marching on this series up to 400 meV returns $S$ with a largest error of $6.6\times10^{-5}$ of its maximum.

Equation~(\ref{eq:lattice}) also treats discrete modes. Franck--Condon weights from numerical diagonalization of three displaced oscillators, with energies 2, 3 and 5 units and Huang--Rhys factors 1.2, 0.8 and 0.5, return these factors and zeros elsewhere to rounding error.

\section{Error analysis}

\subsection{The resolvent}

Dividing $\hat A$ by $w_0$ gives $1+\hat r=e^{\hat S}$. To first order $\delta\hat r=e^{\hat S}\delta\hat S$. Define $q$ by $1+\hat q=e^{-\hat S}$; then
\begin{equation}
\delta S=\delta r+q*\delta r,\qquad
q=-S+\frac{S*S}{2!}-\frac{S*S*S}{3!}+\cdots,
\label{eq:response}
\end{equation}
where $*$ is convolution from 0 to $\omega$. The linear form is safe if $|e^{-\hat S(t)}\delta\hat r(t)|\ll1$ at all $t$. This can be stricter than a small relative error in $r$, because $\hat S(t)$ can have a negative real part. The condition is sufficient, not necessary: the neglected terms are repeated convolutions of the linear $\delta S$ with itself, so an error that starts at energy $\omega_1$ leaves the linear form exact up to $2\omega_1$.

\subsection{Area of the zero-phonon line}

If $w_0$ is replaced by $w_0(1+\epsilon)$ at fixed sideband, $\delta r=-\epsilon r$ to first order, and
\begin{equation}
\delta\hat S=-\epsilon(e^{\hat S}-1)e^{-\hat S}
=\epsilon(e^{-\hat S}-1),\qquad \delta S=\epsilon q.
\label{eq:area}
\end{equation}
The error thus alternates in sign with phonon number. The model's strongest feature has weight 2.2 at 65 meV. With $\epsilon=0.05$, this feature alone contributes $-0.05\times2.2=-0.110$ at 65 meV, $+0.05\times2.2^2/2=+0.121$ near 130 meV and $-0.05\times2.2^3/6=-0.089$ near 195 meV. The first two add to $+0.011$ inside the phonon band; the third lies mostly above it. The full recovery gives $+0.014$ and $-0.075$. The estimate shows how the alternation produces both signs. It leaves out the feature's four-phonon term, centred at 260 meV, which adds $+0.013$ below 250 meV. It also leaves out the other parts of $S$ and the terms beyond first order in $\epsilon$. Single contributions of the other parts are not small: one acoustic phonon, of weight 1.0, alone gives $-0.05\times1.0=-0.050$ in the band. Summed over all phonon numbers, the other parts add $+0.011$ in the band and $-0.011$ between 165 and 250 meV, while the higher orders in $\epsilon$ add $-0.007$ and $+0.010$. The close agreement in size is therefore partly accidental.

The total over all energies does fall. Setting $t=0$ in $1+\hat r=e^{\hat S}$ gives
\begin{equation}
S_{\rm tot}=\ln\frac{\text{total area}}{\text{ZPL area}}.
\label{eq:total}
\end{equation}
The true sideband-to-ZPL ratio is $33.12-1=32.12$, so the faulty total is $\ln(1+32.12/1.05)=3.453$. It differs from the in-band value, $3.514$, by $0.061$. This mismatch, like the negative density above the band, is a warning of an area error, but not proof of one. Subtracting too much background from $r$, by 1\,\% of its maximum at every energy up to 1000 meV, also leaves a negative density above the band ($-0.007$ up to 250 meV) and a total that is 0.029 below the in-band value. If the same 1\,\% is removed from the photon counts, before $E^3$ is divided out, these numbers become $-0.012$ and 0.100.

\subsection{Finite step}

Let $S(0)=0$ with finite slope $S'(0)$, and let $F(x)=f(x)r(\omega-x)$ be smooth enough for the Euler--Maclaurin formula. The trapezoidal sum exceeds the integral by $h^2[F'(\omega)-F'(0)]/12$ to leading order, where
\begin{equation}
F'(x)=f'(x)r(\omega-x)-f(x)r'(\omega-x).
\end{equation}
At $x=0$ both terms vanish, since $f(0)=0$ and $f'(0)=S(0)=0$. At $x=\omega$ the first vanishes because $r(0)=0$. In the second, $r'(0)=S'(0)$, because $S*S$ starts as $\omega^3$. The sum is therefore the integral minus $cf(\omega)$, with $c=h^2S'(0)/12$. Subtracting Eq.~(\ref{eq:volterra}) from its discrete form gives
\begin{equation}
\delta f+r*\delta f=cf,\qquad \delta\hat f=ce^{-\hat S}\hat f.
\end{equation}
From $\hat S'=-i\hat f$ follows $\hat f=i\hat S'$. Also $e^{-\hat S}\hat S'=-\hat q'$, and $\hat q'$ is $-i$ times the transform of $\omega q$. Hence $e^{-\hat S}\hat f=-i\hat q'$ is minus the transform of $\omega q$, and
\begin{equation}
\delta S=-\frac{h^2S'(0)}{12}\,q(\omega).
\label{eq:step}
\end{equation}
To this order a finite step acts like a small ZPL-area error. In the example, with data generated on a 0.125 meV grid and inverted at $h=2$ meV, the largest error is $1.15\times10^{-5}$ meV$^{-1}$, about $10^{-4}$ of the peak density. Doubling the step multiplies it by 4.05. The error curve at 2 meV follows Eq.~(\ref{eq:step}) within 0.4\,\% of that largest error.

\subsection{Noise}

Let the lineshape carry independent noise of standard deviation $\sigma_A$ at each grid point above zero, with the ZPL area known. The ratio then has noise $\sigma_r=\sigma_A/w_0$. The discrete form of Eq.~(\ref{eq:response}), with $q_0=0$, gives
\begin{equation}
\operatorname{var}S_k=\sigma_r^2
\left(1+h^2\sum_{j=1}^{k-1}q_j^2\right).
\label{eq:noise}
\end{equation}
For this model the first amplification is $1/w_0=e^{3.5}=33$. The bracket adds less: its root-mean-square effect between 200 and 250 meV is a factor 1.24 at $h=1$ meV. A sample of 400 noisy lines, with $\sigma_r=10^{-4}$ meV$^{-1}$, gives 1.26. At fixed noise per point the added variance is approximately $h\int q^2d\omega$ and shrinks with the step. In this example, then, the noise is amplified mainly because the ZPL is weak.

\section{A synthetic measurement}

The model density is
\begin{align}
S(\omega)={}&\frac{8}{\omega_c^2}\,\omega
\left(1-\frac{\omega^2}{\omega_c^2}\right)^3\theta(\omega_c-\omega)\nonumber\\
&+2.2\,g(\omega;65,8)+0.3\,g(\omega;145,4),
\end{align}
where $\omega_c=165$ meV, $\theta$ is the unit step and $g(\omega;m,\sigma)$ is a normalized Gaussian of mean $m$ and standard deviation $\sigma$ in meV. The acoustic part has unit weight because $\int_0^1x(1-x^2)^3dx=1/8$. Its initial slope is $8/165^2=2.94\times10^{-4}$ meV$^{-2}$. Thus $S_{\rm tot}=1.0+2.2+0.3=3.5$ and $w_0=0.0302$. Integrating Eq.~(\ref{eq:line}) over $\omega$ gives the mean phonon loss $\int\omega S\,d\omega=253.55$ meV.

The line is made by fast Fourier transform of $\exp[\hat S(t)-S_{\rm tot}]$ on the 0.125 meV grid. It is broadened by a Gaussian of full width 1 meV at half maximum, multiplied by $(E/E_0)^3$ with $E_0=1.95$ eV (636 nm), and sampled every 0.25 meV from $\omega=-10$ to 1000 meV. Each point receives independent Gaussian noise of standard deviation 0.5\,\% of the sideband maximum. That maximum lies at 1.885 eV (658 nm), one 65 meV quantum below the ZPL.

The reduction starts by dividing out $(E/E_0)^3$. At low energy the sideband is nearly linear in $\omega$, so its slope $m$ is fitted through the origin between 3 and 6 meV. The ZPL area is the integral over $|\omega|\le3$ meV minus the triangle $m\times3^2/2$. In the noiseless model this triangle is $2.94\times10^{-4}\times4.5=0.13\,\%$ of the ZPL. The fitted line also replaces the sideband below 3 meV, and Eq.~(\ref{eq:march}) is then marched to 250 meV.

The ZPL area comes out as 0.03019, and Eq.~(\ref{eq:total}) gives $S_{\rm tot}=3.499$. The recovered density integrates to 3.496 over the phonon band. Its parts, for this one noise sample, are given below as sums over the 0.25 meV grid. Each sum counts the upper edge of its range but not the lower, which shifts both columns alike, by up to 0.002 from the exact integrals:

\begin{center}
\begin{tabular}{lrr}
Range (meV) & Input & Recovered\\
0--45 & 0.282 & 0.280\\
45--85 & 2.615 & 2.619\\
85--130 & 0.283 & 0.279\\
130--165 & 0.320 & 0.319\\
165--250 & 0.000 & 0.002
\end{tabular}
\end{center}

The largest deviation is 0.004, which is better than typical: over several hundred noise samples the largest of the five deviations has a median of about 0.008 and exceeds about 0.015 in one sample out of ten. The mean density between 63 and 67 meV is 0.120 meV$^{-1}$ for both the input and the recovered density. Broadening changes $r$ by about $(\sigma^2/2)r''$, with $\sigma=1/2.355=0.42$ meV. At the top of the 65 meV Gaussian, $r''\approx-r/8^2$, which gives a relative change of $-0.09/64=-0.14\,\%$; the smooth sideband under the Gaussian reduces this to $-0.12\,\%$. A feature as narrow as the instrument would keep its weight but not its shape: the widths add in quadrature, so a Gaussian with a standard deviation of 0.42 meV would come back with 0.60 meV and 0.71 of its height. Because the line is broadened once while the recovered $S*S$ is broadened twice, a small spurious structure also appears at twice the feature's energy: for weight 0.3 at 100 meV it stays below 2\,\% of the recovered peak.

\section{When the assumptions fail}

\subsection{The photon-energy factor}

Multiply Eq.~(\ref{eq:volterra}) by $e^{-a\omega}=e^{-a\omega'}e^{-a(\omega-\omega')}$. If $r$ is tilted by $e^{-a\omega}$, the solution $S$ is tilted by the same factor. Leaving $E^3$ in the data multiplies $r$ by
\begin{equation}
\left(1-\frac{\omega}{E_0}\right)^3
=\exp\left(-\frac{3\omega}{E_0}-\frac{3\omega^2}{2E_0^2}-\cdots\right).
\end{equation}
At 65 meV the leading tilt is $e^{-0.1}=0.905$; noise-free recovery gives 0.903. The integrated coupling falls from 3.50 to 3.11, an 11\,\% loss. Above the band there is just $-0.009$, so this mistake is nearly invisible there: a pure tilt leaves a vanishing density at zero.

\subsection{Changed frequency and variable dipole}

Let one mode have initial-to-final frequency ratio $\kappa$ and displacement $y_0$ in the dimensionless final coordinate $y=(a+a^\dagger)/\sqrt2$. The initial ground state obeys $[d/dy+\kappa(y-y_0)]\psi=0$. With $d/dy=(a-a^\dagger)/\sqrt2$,
\begin{equation}
a\psi=(\tau a^\dagger+\beta)\psi,\quad
\tau=\frac{1-\kappa}{1+\kappa},\quad
\beta=\frac{\sqrt2\,\kappa y_0}{1+\kappa}.
\end{equation}
The first amplitudes are $c_1=\beta c_0$ and $c_2=(\tau+\beta^2)c_0/\sqrt2$. Equation~(\ref{eq:lattice}) gives $s_1=\rho_1=\beta^2$, and $2\rho_2=s_1\rho_1+2s_2$ then gives
\begin{equation}
s_2=\frac{(\tau+\beta^2)^2-\beta^4}{2}=\tau\beta^2+\frac{\tau^2}{2}.
\end{equation}
A stiffer initial state can therefore produce negative weight at twice the mode energy. For $\kappa=1.05$ and $y_0^2/2=3.5$ held fixed, $s_1=3.673$ and $s_2=-0.089$.

For equal frequencies but a dipole proportional to $1+\eta(a+a^\dagger)$, the two lowest amplitudes become $c_0(1+\eta\alpha)$ and $c_0[\alpha+\eta(1+\alpha^2)]$. Their squared ratio is
\begin{equation}
s_1=\left(\alpha+\frac{\eta}{1+\eta\alpha}\right)^2.
\end{equation}
With $\alpha^2=3.5$ and $\eta=+0.05$ this is 3.673 again, but now $s_2=-0.008$. The weight $s_1$ alone cannot separate the two causes.

\subsection{The nitrogen--vacancy centre}

The parameters lie in the rough range of the negatively charged nitrogen--vacancy centre in diamond: a ZPL near 1.9 eV, a Huang--Rhys factor near 3.5, a strong feature near 65 meV and a phonon limit near 0.17 eV. The shape of $S$ is a model, not a phonon calculation, and the line is not the measured one: the model sideband peaks at the one-phonon feature (658 nm), whereas measured sidebands of the centre peak further to the red, near 680--700 nm. Real centres are also used warm. At temperature $T$, with Bose occupation $n(\omega)$, phonon emission has density $S(n+1)$ and absorption adds $Sn$ at $-\omega$. Inverting the positive side as if $T=0$, with a sharp ZPL of the correct thermal weight, gives 3.518 in the band and 0.025 above it at 77 K; at 10 K both changes are below 0.001. Thermal ZPL broadening, mode mixing and the Jahn--Teller coupling of the excited state are left out, and their effect is not sized here. In the one-mode example above, a 5\,\% frequency change at fixed $y_0$ moves $s_1$ by 0.17; the corresponding change for the many-mode density is not calculated.
